# Ballistic Conductance Limit of Six Silicon Valleys on (001): test program

```python
"""Ballistic conductance per area of six ellipsoidal silicon valleys, current along [001].

Result under test (T = 0, unit transmission, spin degeneracy 2):
    G/A = (2 e^2/h) * 6 m_M E_F / (2 pi hbar^2),  m_M = (m_t + 2 sqrt(m_l m_t))/3
and, at equal electron density, the ratio to six spherical valleys
    R = (1 + 2 sqrt(r)) / (3 r^(1/3)),  r = m_l/m_t.
m_l, m_t: longitudinal and transverse masses; E_F: Fermi energy above the band edge.
m_d: density-of-states mass of one valley; m_c: conductivity mass.
At temperature T, E_F in G/A is replaced by kT ln(1 + exp(eta)), eta = mu/kT.
"""
import numpy as np
import sympy as sp
from scipy.constants import e, h, hbar, k as k_B, m_e, pi
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

ml, mt = 0.92, 0.19            # input masses in units of the electron mass
density = 1e26                 # input electron density in m^-3
temperature = 300.0            # input temperature in K
G0 = 2 * e**2 / h

# Derived formulas
r = ml / mt
md = (ml * mt**2) ** (1 / 3)
mc = 3 / (1 / ml + 2 / mt)
mM = (mt + 2 * np.sqrt(ml * mt)) / 3
R = (1 + 2 * np.sqrt(r)) / (3 * r ** (1 / 3))
EF = hbar**2 * (pi**2 * density / 2) ** (2 / 3) / (2 * md * m_e)


def modes_per_area(mass, energy):
    """Modes per area and spin of six valleys with mean mode mass `mass`."""
    return 6 * mass * m_e * energy / (2 * pi * hbar**2)


modes = modes_per_area(mM, EF)
G = G0 * modes
kF_six = (pi**2 * density / 2) ** (1 / 3)
G_six = G0 * 6 * kF_six**2 / (4 * pi)
G_one = G0 * (3 * pi**2 * density) ** (2 / 3) / (4 * pi)

ellipsoids = [(mt, mt, ml)] * 2 + [(ml, mt, mt)] * 2 + [(mt, ml, mt)] * 2

# Fermi-surface integrals from the definitions of density and current
nodes, weights = np.polynomial.legendre.leggauss(32)
theta = (nodes[:, None] + 1) * pi / 4
phi = 2 * pi * np.arange(64)[None, :] / 64
surface_weight = weights[:, None] * (pi / 4) * (2 * pi / 64)


def surface_integrals(valleys, energy):
    """Return density (m^-3) and conductance per area (S/m^2) at T = 0."""
    total_density = total_conductance = 0.0
    for masses in valleys:
        mass = np.array(masses) * m_e
        a, b, c = np.sqrt(2 * mass * energy) / hbar
        one = np.ones_like(phi)
        kvec = np.stack([a * np.sin(theta) * np.cos(phi),
                         b * np.sin(theta) * np.sin(phi),
                         c * np.cos(theta) * one], axis=-1)
        d_theta = np.stack([a * np.cos(theta) * np.cos(phi),
                            b * np.cos(theta) * np.sin(phi),
                            -c * np.sin(theta) * one], axis=-1)
        d_phi = np.stack([-a * np.sin(theta) * np.sin(phi),
                          b * np.sin(theta) * np.cos(phi),
                          0 * theta * one], axis=-1)
        normal = np.cross(d_theta, d_phi)
        velocity = hbar * kvec / mass
        speed = np.linalg.norm(velocity, axis=-1)
        element = np.linalg.norm(normal, axis=-1)
        flux = np.sum(surface_weight * element * velocity[..., 2] / speed)
        volume = 2 * np.sum(surface_weight * np.sum(kvec * normal, axis=-1)) / 3
        total_density += volume / (4 * pi**3)
        total_conductance += e**2 * flux / (4 * pi**3 * hbar)
    return total_density, total_conductance


def conductance_at_density(valleys):
    """Find the Fermi energy numerically, then integrate the current."""
    energy = e * brentq(lambda x: surface_integrals(valleys, x * e)[0] / density - 1,
                        1e-4, 5.0, xtol=1e-14, rtol=1e-13)
    return energy, surface_integrals(valleys, energy)[1]


EF_num, G_num = conductance_at_density(ellipsoids)
assert abs(EF_num / EF - 1) < 1e-9
assert abs(G_num / G - 1) < 1e-9
for sphere_mass in (md, mc, 1.0):     # mass must drop out at fixed density
    G_sphere = conductance_at_density([(sphere_mass,) * 3] * 6)[1]
    assert abs(G_sphere / G_six - 1) < 1e-9
    assert abs(G_num / G_sphere - R) < 1e-8
G_one_num = conductance_at_density([(md,) * 3])[1]
assert abs(G_one_num / G_one - 1) < 1e-9
assert abs(G_sphere / G_one_num - 6 ** (1 / 3)) < 1e-8

# Explicit count of transverse plane waves in a periodic square contact
side = 1e-6
index = np.arange(-400, 401)
kx, ky = np.meshgrid(2 * pi * index / side, 2 * pi * index / side)
counted = 0
for mx, my, mz in ellipsoids:
    transverse = hbar**2 * (kx**2 / mx + ky**2 / my) / (2 * m_e)
    counted += int(np.sum(transverse < EF))
# Finite-size count fluctuates at the rim of each ellipse
assert abs(counted / (modes * side**2) - 1) < 5e-3

# Two minima on one line: E(k) = (cos k - cos k0)^2 must carry two right-movers
c0, chain_energy = np.cos(2.0), 0.01
roots = np.roots([0.25, -c0, 0.5 + c0**2 - chain_energy, -c0, 0.25])
chain_k = np.angle(roots[np.abs(np.abs(roots) - 1) < 1e-8])
chain_velocity = -2 * (np.cos(chain_k) - c0) * np.sin(chain_k)
right_movers = int(np.sum(chain_velocity > 0))
assert right_movers == 2

# Exact excess of the ellipsoids over spheres, and its weak-anisotropy limit
s, u = sp.symbols("s u", positive=True)
ratio_symbolic = (1 + 2 * s**3) / (3 * s**2)
assert sp.simplify(ratio_symbolic - 1 - (s - 1)**2 * (2*s + 1) / (3 * s**2)) == 0
expansion = sp.series(ratio_symbolic.subs(s, sp.exp(u / 6)), u, 0, 3).removeO()
assert sp.simplify(expansion - 1 - u**2 / 36) == 0
for q in np.geomspace(0.02, 50, 101):
    conductivity, dos = 3 / (1 / q + 2), q ** (1 / 3)
    mode_mass = (1 + 2 * np.sqrt(q)) / 3
    assert conductivity <= dos + 1e-12 and dos <= mode_mass + 1e-12

# Finite temperature
kT = k_B * temperature


def thermal_density(mass, eta):
    """Density of six valleys with density-of-states mass `mass`."""
    top = np.sqrt(max(eta, 0) + 50)
    integral = quad(lambda y: 2 * y * y * expit(eta - y * y), 0, top,
                    epsabs=1e-14, epsrel=1e-11, limit=200)[0]
    return 12 * (mass * m_e * kT / (2 * pi * hbar**2))**1.5 * 2 / np.sqrt(pi) * integral


def solve_eta(mass):
    return brentq(lambda x: thermal_density(mass, x) / density - 1, -15, 40,
                  xtol=1e-12)


def thermal_quadrature(valleys, eta):
    """Density and conductance per area by direct integration over k space."""
    x, w = np.polynomial.legendre.leggauss(80)
    x, w = (x + 1) / 2, w / 2
    k_unit = np.sqrt(m_e * kT) / hbar
    total_n = total_g = 0.0
    for masses in valleys:
        limits = np.sqrt(2 * np.array(masses) * (max(eta, 0) + 40))
        k1, k2, k3 = [limit * x for limit in limits]
        energy = (k1[:, None, None]**2 / (2 * masses[0])
                  + k2[None, :, None]**2 / (2 * masses[1])
                  + k3[None, None, :]**2 / (2 * masses[2]))
        f = expit(eta - energy)
        minus_df = f * expit(energy - eta)
        jac = np.prod(limits)
        total_n += 8 * jac * np.einsum("ijk,i,j,k", f, w, w, w)
        total_g += 4 * jac * np.einsum("ijk,i,j,k", minus_df, w, w,
                                       w * k3 / masses[2])
    return (total_n * k_unit**3 / (4 * pi**3),
            total_g * e**2 * k_unit**2 / (4 * pi**3 * hbar))


eta = solve_eta(md)
thermal_energy = kT * np.log1p(np.exp(eta))
G_hot = G0 * modes_per_area(mM, thermal_energy)
G_hot_md = G0 * modes_per_area(md, thermal_energy)
eta_c = solve_eta(mc)
G_hot_mc = G0 * modes_per_area(mc, kT * np.log1p(np.exp(eta_c)))
n_q, G_q = thermal_quadrature(ellipsoids, eta)
n_d, G_d = thermal_quadrature([(md,) * 3] * 6, eta)
n_c, G_c = thermal_quadrature([(mc,) * 3] * 6, eta_c)
for value in (n_q, n_d, n_c):
    assert abs(value / density - 1) < 1e-6
assert abs(G_q / G_hot - 1) < 1e-6
assert abs(G_c / G_hot_mc - 1) < 1e-6
assert abs(G_q / G_d - R) < 1e-6
assert abs(G_c / G_d - 1) > 1e-3     # spherical mass matters at finite T


def show(label, value, unit="", digits=5):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("input longitudinal mass", ml, "m0")
show("input transverse mass", mt, "m0")
show("input electron density", density * 1e-6, "cm^-3")
show("mass ratio r", r)
show("in-plane valley mode mass sqrt(ml*mt)", np.sqrt(ml * mt), "m0")
show("mean mode mass m_M", mM, "m0")
show("density-of-states mass m_d", md, "m0")
show("conductivity mass m_c", mc, "m0")
show("Fermi energy, T=0", EF / e * 1e3, "meV")
show("short semi-axis of Fermi ellipsoid", np.sqrt(2*mt*m_e*EF)/hbar*1e-9, "nm^-1")
show("long semi-axis of Fermi ellipsoid", np.sqrt(2*ml*m_e*EF)/hbar*1e-9, "nm^-1")
show("radius of each of six spheres", kF_six * 1e-9, "nm^-1")
area_z = 2 * pi * EF * mt * m_e / hbar**2
area_xy = 2 * pi * EF * np.sqrt(ml * mt) * m_e / hbar**2
show("shadow area, one z valley", area_z * 1e-18, "nm^-2")
show("shadow area, one in-plane valley", area_xy * 1e-18, "nm^-2")
show("shadow area, one sphere", pi * kF_six**2 * 1e-18, "nm^-2")
show("modes per area and spin, ellipsoids", modes * 1e-18, "nm^-2")
show("conductance quantum 2e^2/h", G0 * 1e6, "microsiemens")
show("G/A ellipsoids, T=0", G * 1e-4, "S/cm^2")
show("limiting contact resistivity, ellipsoids, T=0", 1e4 / G, "ohm cm^2")
show("G/A six spheres, same density, T=0", G_six * 1e-4, "S/cm^2")
show("contact resistivity, six spheres, T=0", 1e4 / G_six, "ohm cm^2")
show("ratio R ellipsoids/six spheres", G / G_six)
show("six-sphere error in G", 100 * (G_six / G - 1), "percent", 4)
show("weak-anisotropy estimate of R", 1 + np.log(r)**2 / 36)
show("z valley/sphere mode ratio", mt / md)
show("in-plane valley/sphere mode ratio", np.sqrt(ml * mt) / md)
show("share of conductance from two z valleys", 100*mt/(3*mM), "percent", 4)
show("loss if coincident z shadows counted once", 100*mt/(6*mM), "percent", 4)
show("G/A one sphere, same density, T=0", G_one * 1e-4, "S/cm^2")
show("ratio ellipsoids/one sphere", G / G_one)
show("same E_F: ratio ellipsoids/spheres with m_d", mM / md)
show("same E_F: ratio ellipsoids/spheres with m_c", mM / mc)
show("same E_F: density with m_c / true density", (mc / md)**1.5)
show("counted modes per spin in 1 micron square", counted, "", 7)
show("formula modes per spin in 1 micron square", modes * side**2, "", 7)
show("right-movers in two-minimum chain", right_movers)
show("input temperature", temperature, "K")
show("eta at 300 K, ellipsoids", eta)
show("kT ln(1+exp(eta)) at 300 K", thermal_energy / e * 1e3, "meV")
show("G/A ellipsoids, 300 K", G_hot * 1e-4, "S/cm^2")
show("contact resistivity, ellipsoids, 300 K", 1e4 / G_hot, "ohm cm^2")
show("G/A six spheres with m_d, 300 K", G_hot_md * 1e-4, "S/cm^2")
show("G/A six spheres with m_c, same density, 300 K", G_hot_mc * 1e-4, "S/cm^2")
show("quadrature ratio ellipsoids/m_d spheres, 300 K", G_q / G_d)
print("success")
```

Output:

```
input longitudinal mass: 0.92 m0
input transverse mass: 0.19 m0
input electron density: 1e+20 cm^-3
mass ratio r: 4.8421
in-plane valley mode mass sqrt(ml*mt): 0.41809 m0
mean mode mass m_M: 0.34206 m0
density-of-states mass m_d: 0.32144 m0
conductivity mass m_c: 0.25833 m0
Fermi energy, T=0: 74.018 meV
short semi-axis of Fermi ellipsoid: 0.60755 nm^-1
long semi-axis of Fermi ellipsoid: 1.3369 nm^-1
radius of each of six spheres: 0.79024 nm^-1
shadow area, one z valley: 1.1596 nm^-2
shadow area, one in-plane valley: 2.5517 nm^-2
shadow area, one sphere: 1.9618 nm^-2
modes per area and spin, ellipsoids: 0.31729 nm^-2
conductance quantum 2e^2/h: 77.481 microsiemens
G/A ellipsoids, T=0: 2.4584e+09 S/cm^2
limiting contact resistivity, ellipsoids, T=0: 4.0677e-10 ohm cm^2
G/A six spheres, same density, T=0: 2.3102e+09 S/cm^2
contact resistivity, six spheres, T=0: 4.3286e-10 ohm cm^2
ratio R ellipsoids/six spheres: 1.0642
six-sphere error in G: -6.029 percent
weak-anisotropy estimate of R: 1.0691
z valley/sphere mode ratio: 0.59109
in-plane valley/sphere mode ratio: 1.3007
share of conductance from two z valleys: 18.52 percent
loss if coincident z shadows counted once: 9.258 percent
G/A one sphere, same density, T=0: 1.2714e+09 S/cm^2
ratio ellipsoids/one sphere: 1.9337
same E_F: ratio ellipsoids/spheres with m_d: 1.0642
same E_F: ratio ellipsoids/spheres with m_c: 1.3241
same E_F: density with m_c / true density: 0.72045
counted modes per spin in 1 micron square: 317286
formula modes per spin in 1 micron square: 317292.1
right-movers in two-minimum chain: 2
input temperature: 300 K
eta at 300 K, ellipsoids: 2.5224
kT ln(1+exp(eta)) at 300 K: 67.205 meV
G/A ellipsoids, 300 K: 2.2321e+09 S/cm^2
contact resistivity, ellipsoids, 300 K: 4.48e-10 ohm cm^2
G/A six spheres with m_d, 300 K: 2.0976e+09 S/cm^2
G/A six spheres with m_c, same density, 300 K: 2.1631e+09 S/cm^2
quadrature ratio ellipsoids/m_d spheres, 300 K: 1.0642
success
```
